# First-order mixing in the n = 2 complex, boron to oxygen: a program that tests the result

```python
# RESULT UNDER TEST
# In E = Z^2 E0 + Z E1 + E2 + ..., E1 is the lowest eigenvalue of
# V = sum 1/r_ij in the complex 1s^2 (2s,2p)^(N-2).  For B 2P and C 3P
# the configurations 2s^2 2p^q and 2p^(q+2) mix; for N 4S and O 3P the
# term occurs only once, so there is no mixing within the complex.
# Symbols: F0, F2, G0, G1 = Slater integrals at Z = 1 (hartree);
# H11, H22 = diagonal energies of 2s^2 2p^q and 2p^(q+2); H12 = coupling;
# q = number of 2p electrons in the reference; Z = nuclear charge.
from fractions import Fraction as Fr
from math import factorial, sqrt
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants

# ---------- derived side: exact rational Slater integrals ----------


def ordered_integral(a, b, alpha, beta):
    """Integral of r1^a e^(-alpha r1) r2^b e^(-beta r2) over r1 < r2."""
    total = Fr(factorial(b)) / beta ** (b + 1)
    for j in range(a + 1):
        total -= (alpha ** j * factorial(b + j)
                  / (factorial(j) * (alpha + beta) ** (b + j + 1)))
    return factorial(a) * total / alpha ** (a + 1)


def exact_slater(k, first, second, factor=Fr(1)):
    (poly1, alpha), (poly2, beta) = first, second
    total = Fr(0)
    for p, c in poly1.items():
        for s, d in poly2.items():
            total += c * d * (
                ordered_integral(p + k, s - k - 1, alpha, beta)
                + ordered_integral(s + k, p - k - 1, beta, alpha))
    return factor * total


d11 = ({2: Fr(4)}, Fr(2))
d22 = ({2: Fr(1, 2), 3: Fr(-1, 2), 4: Fr(1, 8)}, Fr(1))
dpp = ({4: Fr(1, 24)}, Fr(1))
# Transition densities without their irrational prefactors; the squared
# prefactors are supplied in the exchange integrals.
d12 = ({2: Fr(1), 3: Fr(-1, 2)}, Fr(3, 2))
d1p = ({3: Fr(1)}, Fr(3, 2))
d2p = ({3: Fr(1), 4: Fr(-1, 2)}, Fr(1))
slater = {
    "F0(1s,1s)": exact_slater(0, d11, d11),
    "F0(1s,2s)": exact_slater(0, d11, d22),
    "G0(1s,2s)": exact_slater(0, d12, d12, Fr(2)),
    "F0(1s,2p)": exact_slater(0, d11, dpp),
    "G1(1s,2p)": exact_slater(1, d1p, d1p, Fr(1, 6)),
    "F0(2s,2s)": exact_slater(0, d22, d22),
    "F0(2s,2p)": exact_slater(0, d22, dpp),
    "G1(2s,2p)": exact_slater(1, d2p, d2p, Fr(1, 48)),
    "F0(2p,2p)": exact_slater(0, dpp, dpp),
    "F2(2p,2p)": exact_slater(2, dpp, dpp),
}
val = {name: float(x) for name, x in slater.items()}

# ---------- definition side: quadrature of the Coulomb integrals ----------
radial = [
    lambda r: 2 * r * np.exp(-r),
    lambda r: r * (1 - r / 2) * np.exp(-r / 2) / sqrt(2),
    lambda r: r ** 2 * np.exp(-r / 2) / (2 * sqrt(6)),
]
x, w = np.polynomial.legendre.leggauss(180)
r_out, w_out = 35 * (x + 1), 35 * w              # outer radius 0..70
x, w = np.polynomial.legendre.leggauss(80)
t_in, w_in = (x + 1) / 2, w / 2                # inner/outer ratio 0..1
outer = [f(r_out)[:, None] for f in radial]
inner = [f(r_out[:, None] * t_in[None, :]) for f in radial]
R = np.zeros((3, 3, 3, 3, 3))
for k in range(3):
    for a, b, c, d in np.ndindex(3, 3, 3, 3):
        integrand = (inner[a] * inner[b] * outer[c] * outer[d]
                     + inner[c] * inner[d] * outer[a] * outer[b])
        R[k, a, b, c, d] = w_out @ integrand @ (w_in * t_in ** k)

numeric = {
    "F0(1s,1s)": R[0, 0, 0, 0, 0], "F0(1s,2s)": R[0, 0, 0, 1, 1],
    "G0(1s,2s)": R[0, 0, 1, 0, 1], "F0(1s,2p)": R[0, 0, 0, 2, 2],
    "G1(1s,2p)": R[1, 0, 2, 0, 2], "F0(2s,2s)": R[0, 1, 1, 1, 1],
    "F0(2s,2p)": R[0, 1, 1, 2, 2], "G1(2s,2p)": R[1, 1, 2, 1, 2],
    "F0(2p,2p)": R[0, 2, 2, 2, 2], "F2(2p,2p)": R[2, 2, 2, 2, 2],
}
for name in val:
    assert abs(val[name] - numeric[name]) < 1e-10, name

# Angular averages over two unit spheres, Legendre expansion of 1/r12.
u, wu = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
cos_t = np.repeat(u, 12)
sin_t = np.sqrt(1 - cos_t ** 2)
points = np.array([sin_t * np.cos(np.tile(phi, 6)),
                   sin_t * np.sin(np.tile(phi, 6)), cos_t])
w_ang = np.repeat(wu, 12) / 24
angular = np.vstack([np.ones((2, 72)), sqrt(3) * points])
pair_density = (angular[:, None, :] * angular[None, :, :]).reshape(25, 72)
pair_density = pair_density * w_ang
cos_gamma = points.T @ points
legendre = [np.ones((72, 72)), cos_gamma, (3 * cos_gamma ** 2 - 1) / 2]
kind = np.array([0, 1, 2, 2, 2])               # orbitals 1s 2s x y z
eri = np.zeros((5, 5, 5, 5))
for k in range(3):
    ang = (pair_density @ legendre[k] @ pair_density.T).reshape(5, 5, 5, 5)
    eri += ang * R[k][np.ix_(kind, kind, kind, kind)]

F0, F2 = val["F0(2p,2p)"], val["F2(2p,2p)"]
G1 = val["G1(2s,2p)"]
assert abs(eri[2, 2, 2, 2] - (F0 + 4 * F2 / 25)) < 1e-10
assert abs(eri[2, 2, 3, 3] - (F0 - 2 * F2 / 25)) < 1e-10
assert abs(eri[2, 3, 2, 3] - 3 * F2 / 25) < 1e-10
assert abs(eri[1, 2, 1, 2] - G1 / 3) < 1e-10

# ---------- operators in the Fock space of ten spin orbitals ----------
one = sparse.identity(2, format="csr")
sign = sparse.csr_matrix(np.diag([1.0, -1.0]))
lower = sparse.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))


def annihilator(j):
    op = sparse.identity(1, format="csr")
    for i in range(10):
        piece = sign if i < j else (lower if i == j else one)
        op = sparse.kron(op, piece, format="csr")
    return op


ann = [annihilator(j) for j in range(10)]       # index 2*orbital + spin
cre = [op.T.tocsr() for op in ann]
E = [[cre[2 * p] @ ann[2 * s] + cre[2 * p + 1] @ ann[2 * s + 1]
      for s in range(5)] for p in range(5)]
V = sparse.csr_matrix((1024, 1024))
for p in range(5):
    for s in range(5):
        field = sparse.csr_matrix((1024, 1024))
        for m in range(5):
            for n in range(5):
                if abs(eri[p, s, m, n]) > 1e-13:
                    field = field + eri[p, s, m, n] * E[m][n]
        V = V + 0.5 * (E[p][s] @ field)
        contraction = sum(eri[p, m, m, s] for m in range(5))
        V = V - 0.5 * contraction * E[p][s]
V = V.tocsr()

L2 = sparse.csr_matrix((1024, 1024))
for b, c in ((3, 4), (4, 2), (2, 3)):
    rotation = E[b][c] - E[c][b]
    L2 = L2 - rotation @ rotation
L2 = L2.tocsr()
S_plus = sum(cre[2 * p] @ ann[2 * p + 1] for p in range(5))
S_z = 0.5 * sum(cre[2 * p] @ ann[2 * p] - cre[2 * p + 1] @ ann[2 * p + 1]
                for p in range(5))
S2 = (S_plus.T @ S_plus + S_z @ S_z + S_z).tocsr()
pair_create = sum(cre[2 * i] @ cre[2 * i + 1] for i in (2, 3, 4)).tocsr()

occ = np.array([(cre[j] @ ann[j]).diagonal() for j in range(10)]).T
occ = np.rint(occ).astype(int)
n_total = occ.sum(axis=1)
n_1s = occ[:, :2].sum(axis=1)
n_2p = occ[:, 4:].sum(axis=1)


def complex_indices(n_electrons):
    return np.where((n_total == n_electrons) & (n_1s == 2))[0]


def term_levels(n_electrons, L, S, parity):
    """Energies of every occurrence of a term, and its lowest vectors."""
    idx = complex_indices(n_electrons)
    label = (L2[idx][:, idx].toarray() + 50 * S2[idx][:, idx].toarray()
             + np.diag(1000.0 * (n_2p[idx] % 2)))
    values, vectors = np.linalg.eigh(label)
    target = L * (L + 1) + 50 * S * (S + 1) + 1000 * parity
    basis = vectors[:, np.abs(values - target) < 1e-6]
    block = basis.T @ V[idx][:, idx].toarray() @ basis
    energies, coeff = np.linalg.eigh(block)
    size = int(round((2 * L + 1) * (2 * S + 1)))
    assert len(energies) % size == 0 and len(energies) > 0
    groups = energies.reshape(-1, size)
    assert np.ptp(groups, axis=1).max() < 1e-9
    return groups.mean(axis=1), basis @ coeff[:, :size], idx


# ---------- derived matrix elements of the two configurations ----------
core_p = 2 * val["F0(1s,2p)"] - val["G1(1s,2p)"] / 3
core_s = 2 * val["F0(1s,2s)"] - val["G0(1s,2s)"]
s_pair_p = 2 * val["F0(2s,2p)"] - G1 / 3
shell_ref = {1: 0.0, 2: F0 - F2 / 5, 3: 3 * F0 - 3 * F2 / 5,
             4: 6 * F0 - 3 * F2 / 5}
shell_partner = {1: 3 * F0, 2: 6 * F0 - 3 * F2 / 5}

hartree_ev = physical_constants["Hartree energy in eV"][0]
rydberg_ev = physical_constants["Rydberg constant times hc in eV"][0]
to_ry = hartree_ev / rydberg_ev

print("Slater integrals at Z = 1 (hartree)")
for name, exact in slater.items():
    print(f"{name} = {exact} = {float(exact):.9f}")
print(f"1 hartree = {to_ry:.6f} Ry")

# name, Z, q, L, S, parity, occupied 2p spin orbitals of the reference
atoms = [("B 2P", 5, 1, 1, 0.5, 1, (8,)),
         ("C 3P", 6, 2, 1, 1.0, 0, (4, 6)),
         ("N 4S", 7, 3, 0, 1.5, 1, (4, 6, 8)),
         ("O 3P", 8, 4, 1, 1.0, 0, (4, 6, 8, 9))]
for name, Z, q, L, S, parity, occupied in atoms:
    H11 = (val["F0(1s,1s)"] + 2 * core_s + q * core_p
           + val["F0(2s,2s)"] + q * s_pair_p + shell_ref[q])
    levels, vectors, idx = term_levels(Z, L, S, parity)
    block = V[idx][:, idx].toarray()

    pattern = np.zeros(10, dtype=int)
    pattern[[0, 1, 2, 3] + list(occupied)] = 1
    ref = np.where((occ == pattern).all(axis=1))[0][0]
    local = np.where(idx == ref)[0][0]
    assert abs(block[local, local] - H11) < 1e-9
    column = block[:, local].copy()
    column[local] = 0.0
    coupling = np.linalg.norm(column)

    state = np.zeros(1024)
    state[ref] = 1.0
    norm_up = np.sum((pair_create @ state) ** 2)
    norm_down = np.sum((pair_create.T @ state) ** 2)
    assert abs(norm_up - (norm_down + 3 - q)) < 1e-12
    H12 = sqrt(max(norm_down + 3 - q, 0.0)) * G1 / 3
    assert abs(coupling - H12) < 1e-9

    print(f"--- {name}, Z = {Z}: term occurs {len(levels)} time(s)")
    print(f"H11 = {H11:.8f} hartree")
    print(f"pair norms: up {norm_up:.0f}, down {norm_down:.0f}")
    print(f"coupling out of reference = {coupling:.8f} hartree")
    if q <= 2:
        assert len(levels) == 2
        H22 = (val["F0(1s,1s)"] + (q + 2) * core_p + shell_partner[q])
        gap = H22 - H11
        root = sqrt(gap ** 2 + 4 * H12 ** 2)
        E1 = (H11 + H22 - root) / 2
        upper = (H11 + H22 + root) / 2
        weight = (1 - gap / root) / 2
        assert abs(levels[1] - upper) < 1e-9
        print(f"H22 = {H22:.8f} hartree, gap = {gap:.8f} hartree")
        print(f"upper root = {upper:.8f} hartree")
    else:
        assert len(levels) == 1 and coupling < 1e-10
        E1, weight = H11, 0.0
    assert abs(levels[0] - E1) < 1e-9
    assert abs(np.linalg.eigvalsh(block)[0] - E1) < 1e-9
    weights = ((vectors ** 2).T @ n_2p[idx] - q) / 2
    assert np.max(np.abs(weights - weight)) < 1e-8

    # Release the 1s shell and take the slope of the lowest eigenvalue.
    every = np.where(n_total == Z)[0]
    zeroth = -0.5 * n_1s[every] - 0.125 * (Z - n_1s[every])
    V_every = V[every][:, every].toarray()

    def slope(lam):
        lowest = np.linalg.eigvalsh(np.diag(zeroth) + lam * V_every)[0]
        return (lowest - zeroth.min()) / lam

    limit = 2 * slope(5e-4) - slope(1e-3)
    # Extrapolation leaves an error of second order in lambda.
    assert abs(limit - E1) < 1e-5

    print(f"E1 = {E1:.8f} hartree = {E1 * to_ry:.8f} Ry")
    if q <= 2:
        print(f"E1 - H11 = {E1 - H11:.8f} hartree")
        print(f"weight of 2p^{q + 2} = {weight:.6f}")
        print(f"Z (E1 - H11) = {Z * (E1 - H11):.6f} hartree")
    print(f"slope with 1s released = {limit:.6f} hartree")
    if q == 1:
        assert abs(H11 - 2.334449) < 5.1e-7
        assert abs(E1 - 2.327527) < 5.1e-7

# Controls: other terms of N and O do have a partner in the complex.
count_n = len(term_levels(7, 1, 0.5, 1)[0])
count_o = len(term_levels(8, 0, 0.0, 0)[0])
assert count_n == 2 and count_o == 2
print(f"controls: N 2P occurs {count_n} times, O 1S {count_o} times")
print("success")
```

Output:

```
Slater integrals at Z = 1 (hartree)
F0(1s,1s) = 5/8 = 0.625000000
F0(1s,2s) = 17/81 = 0.209876543
G0(1s,2s) = 16/729 = 0.021947874
F0(1s,2p) = 59/243 = 0.242798354
G1(1s,2p) = 112/2187 = 0.051211706
F0(2s,2s) = 77/512 = 0.150390625
F0(2s,2p) = 83/512 = 0.162109375
G1(2s,2p) = 45/512 = 0.087890625
F0(2p,2p) = 93/512 = 0.181640625
F2(2p,2p) = 45/512 = 0.087890625
1 hartree = 2.000000 Ry
--- B 2P, Z = 5: term occurs 2 time(s)
H11 = 2.33444906 hartree
pair norms: up 2, down 0
coupling out of reference = 0.04143204 hartree
H22 = 2.57550029 hartree, gap = 0.24105123 hartree
upper root = 2.58242285 hartree
E1 = 2.32752650 hartree = 4.65505301 Ry
E1 - H11 = -0.00692256 hartree
weight of 2p^3 = 0.027158
Z (E1 - H11) = -0.034613 hartree
slope with 1s released = 2.327527 hartree
--- C 3P, Z = 6: term occurs 2 time(s)
H11 = 3.26195958 hartree
pair norms: up 1, down 0
coupling out of reference = 0.02929688 hartree
H22 = 3.53621393 hartree, gap = 0.27425435 hartree
upper root = 3.53930861 hartree
E1 = 3.25886490 hartree = 6.51772980 Ry
E1 - H11 = -0.00309468 hartree
weight of 2p^4 = 0.011035
Z (E1 - H11) = -0.018568 hartree
slope with 1s released = 3.258865 hartree
--- N 4S, Z = 7: term occurs 1 time(s)
H11 = 4.35353259 hartree
pair norms: up 0, down 0
coupling out of reference = 0.00000000 hartree
E1 = 4.35353259 hartree = 8.70706519 Ry
slope with 1s released = 4.353533 hartree
--- O 3P, Z = 8: term occurs 1 time(s)
H11 = 5.66190248 hartree
pair norms: up 0, down 1
coupling out of reference = 0.00000000 hartree
E1 = 5.66190248 hartree = 11.32380496 Ry
slope with 1s released = 5.661902 hartree
controls: N 2P occurs 2 times, O 1S 2 times
success
```
